# Strain tensor of silicon under uniaxial stress along [110]

## Problem

A silicon bar is pulled along the crystal direction [110] by a uniform uniaxial stress $T=1$ GPa. Its side faces are free. The cubic axes are $x=[100]$, $y=[010]$ and $z=[001]$. Take the following compliances as given inputs. They are roughly those of lightly doped silicon at room temperature; digits beyond the second only fix the arithmetic and are not claimed as material data:

$$s_{11}=7.68,\qquad s_{12}=-2.14,\qquad s_{44}=12.60\quad\text{TPa}^{-1}.$$

Tension counts as positive, and the response is linear unless stated otherwise.

1. Write the stress tensor in the cubic axes.
2. Find all six independent components of the strain tensor, taking care to separate the tensor shear strain from the engineering shear strain.
3. Find the strains along [110], [1-10] and [001], Young's modulus, the two Poisson ratios and the volume change. Compare with an isotropic solid.
4. By how much does the right angle between [100] and [010] change?
5. Estimate how the strains change if (a) the elastic response is carried to the next order, (b) the bar cannot change its width along [1-10], (c) the load is misaligned by 2° within the (001) plane, or (d) the crystal is 100 K warmer.

## Solution

### 1. The stress tensor

The load direction is the unit vector $\mathbf n=(1,1,0)/\sqrt2$. A uniaxial stress along it is

$$\sigma_{ij}=T\,n_in_j .$$

To see that this is the right tensor, compute the force per area $\boldsymbol\sigma\mathbf a$ on a face with unit normal $\mathbf a$. It equals $T\,\mathbf n\,(\mathbf n\cdot\mathbf a)$. For $\mathbf a=\mathbf n$ it is $T\mathbf n$, a pull of strength $T$. For the side faces, with normals $\mathbf m=(1,-1,0)/\sqrt2$ and $\hat{\mathbf z}$, it vanishes, as free faces require.

Since $n_x=n_y=1/\sqrt2$ and $n_z=0$,

$$\boldsymbol\sigma=\frac T2\begin{pmatrix}1&1&0\\1&1&0\\0&0&0\end{pmatrix},
\qquad \sigma_{xx}=\sigma_{yy}=\sigma_{xy}=0.500\ \text{GPa}.$$

The shear stress appears because the cubic axes are not the axes of the load. In the axes $(\mathbf n,\mathbf m,\hat{\mathbf z})$ the same stress has a single component, $T$.

### 2. The strain tensor

**Definition of strain.** For a displacement field $\mathbf u$, the small-strain tensor is

$$\varepsilon_{ij}=\frac12\left(\frac{\partial u_i}{\partial x_j}+\frac{\partial u_j}{\partial x_i}\right).$$

Taking the symmetric part removes any small rigid rotation, which costs no elastic energy. The engineering shear strain is the sum without the factor one half:

$$\gamma_{xy}=\frac{\partial u_x}{\partial y}+\frac{\partial u_y}{\partial x}=2\varepsilon_{xy}.$$

**Hooke's law for a cubic crystal.** The symmetry of silicon includes half-turns about each cubic axis. A half-turn about $x$ reverses $y$ and $z$. It changes the sign of $\sigma_{xy}$ but leaves $\varepsilon_{xx}$, $\varepsilon_{yy}$ and $\varepsilon_{zz}$ alone, so a linear law cannot let $\sigma_{xy}$ produce a normal strain. A half-turn about $z$ leaves $\sigma_{xy}$ alone but reverses $\varepsilon_{yz}$ and $\varepsilon_{xz}$, so $\sigma_{xy}$ cannot produce those either. The same argument holds for the other shear stresses.

What remains is a coupling among the normal components and one coefficient for each shear. The threefold axes along the cube diagonals permute $x\to y\to z\to x$, which makes the three direct normal coefficients equal and the three shear coefficients equal. The cross coefficients are equal under the same permutation, together with the symmetry of the compliance matrix that follows from the existence of an elastic energy. Three constants are left:

$$\varepsilon_{xx}=s_{11}\sigma_{xx}+s_{12}(\sigma_{yy}+\sigma_{zz}),\qquad
2\varepsilon_{xy}=\gamma_{xy}=s_{44}\sigma_{xy},$$

with the corresponding equations for the other axes. In this standard (Voigt) convention $s_{44}$ gives the engineering shear, which is why a 2 stands on the left.

**Substitution.** With the stresses of part 1,

$$\varepsilon_{xx}=s_{11}\frac T2+s_{12}\left(\frac T2+0\right)=\frac{(s_{11}+s_{12})T}{2},$$

$$\varepsilon_{yy}=s_{11}\frac T2+s_{12}\left(\frac T2+0\right)=\varepsilon_{xx},$$

$$\varepsilon_{zz}=s_{11}\cdot0+s_{12}\left(\frac T2+\frac T2\right)=s_{12}T,$$

$$\varepsilon_{xy}=\frac12 s_{44}\sigma_{xy}=\frac12 s_{44}\frac T2=\frac{s_{44}T}{4},\qquad \varepsilon_{yz}=\varepsilon_{xz}=0.$$

The 4 in the shear strain is a product of two separate halves: one from resolving the load onto the cubic axes, the other from the definition of tensor shear.

**Numbers.** A compliance in TPa$^{-1}$ times a stress in GPa is a strain in units of $10^{-3}$. Hence, in those units,

$$\varepsilon_{xx}=\varepsilon_{yy}=\frac{7.68-2.14}{2}=2.770,\qquad \varepsilon_{zz}=-2.140,$$

$$\varepsilon_{xy}=\frac{12.60}{4}=3.150,\qquad \gamma_{xy}=\frac{12.60}{2}=6.300 .$$

The complete tensor is

$$\boldsymbol\varepsilon=\begin{pmatrix}2.770&3.150&0\\3.150&2.770&0\\0&0&-2.140\end{pmatrix}\times10^{-3}.$$

The third decimal is kept so that the arithmetic can be followed; part 5 shows how many digits carry meaning. In this linear law, reversing the load to compression reverses every sign.

### 3. Strains along the load axes

The relative change of length along a unit vector $\mathbf a$ is $\mathbf a\cdot\boldsymbol\varepsilon\,\mathbf a$ to first order. Along the load,

$$\varepsilon_n=\frac12(\varepsilon_{xx}+\varepsilon_{xy}+\varepsilon_{yx}+\varepsilon_{yy})=\varepsilon_{xx}+\varepsilon_{xy}
=\frac{(2s_{11}+2s_{12}+s_{44})T}{4}.$$

Across it, along [1-10], the mixed terms change sign:

$$\varepsilon_m=\frac12(\varepsilon_{xx}-\varepsilon_{xy}-\varepsilon_{yx}+\varepsilon_{yy})=\varepsilon_{xx}-\varepsilon_{xy}
=\frac{(2s_{11}+2s_{12}-s_{44})T}{4}.$$

The shear between these two directions is

$$\mathbf n\cdot\boldsymbol\varepsilon\,\mathbf m=\frac12(\varepsilon_{xx}-\varepsilon_{xy}+\varepsilon_{yx}-\varepsilon_{yy})=0,$$

and shears involving $z$ vanish because $\varepsilon_{xz}=\varepsilon_{yz}=0$. A bar cut along [110], [1-10] and [001] therefore stays rectangular. The shear $\varepsilon_{xy}$ is half the difference between its stretch along [110] and along [1-10], seen from axes turned by 45°: $\varepsilon_{xy}=(\varepsilon_n-\varepsilon_m)/2$.

Numerically, in units of $10^{-3}$,

$$\varepsilon_n=2.770+3.150=5.920,\qquad \varepsilon_m=2.770-3.150=-0.380 .$$

If $\gamma_{xy}$ were placed in the off-diagonal position of the tensor, the extension along [110] would come out as $2.770+6.300=9.070$, too large by about half. The length of the bar thus tells the two shear conventions apart.

Young's modulus and the Poisson ratios follow:

$$E_{110}=\frac{T}{\varepsilon_n}=\frac{4}{2s_{11}+2s_{12}+s_{44}}=168.9\ \text{GPa},$$

$$\nu_m=-\frac{\varepsilon_m}{\varepsilon_n}=\frac{0.380}{5.920}=0.064,\qquad
\nu_z=-\frac{\varepsilon_{zz}}{\varepsilon_n}=\frac{2.140}{5.920}=0.361 .$$

The bar contracts mostly along [001] and hardly at all along [1-10]. The small value of $\varepsilon_m$ is a near cancellation. It is negative when $s_{44}>2(s_{11}+s_{12})$, and here the two sides are 12.60 and 11.08 TPa$^{-1}$. Raising $s_{44}$ by 1% with the other constants fixed changes $\varepsilon_m$ by $-0.0315\times10^{-3}$, which is 8% of its size. The value of $\nu_m$ is therefore much more sensitive to the input constants than that of $\varepsilon_{xy}$.

To first order, the relative volume change is the trace:

$$\frac{\Delta V}{V}=2\varepsilon_{xx}+\varepsilon_{zz}=(s_{11}+2s_{12})T=3.400\times10^{-3}.$$

It does not contain $s_{44}$, since shear in the cubic axes does not change the volume at this order.

**Isotropic limit.** In an isotropic solid all directions across the load are equivalent, so $\varepsilon_m=\varepsilon_{zz}$:

$$\frac{2s_{11}+2s_{12}-s_{44}}{4}=s_{12}\quad\Longrightarrow\quad s_{44}=2(s_{11}-s_{12}).$$

The extension along the load then becomes

$$\varepsilon_n=\frac{2s_{11}+2s_{12}+2s_{11}-2s_{12}}{4}\,T=s_{11}T,$$

the same as for a pull along [100], as it must be. Silicon has $2(s_{11}-s_{12})/s_{44}=1.559$ instead of 1. With $s_{11}$ and $s_{12}$ held fixed, the isotropic value of $s_{44}$ would give $\varepsilon_{xy}=4.910\times10^{-3}$ instead of $3.150\times10^{-3}$. Silicon is stiffer against this shear than the isotropic relation would suggest, so it stretches less along [110] ($5.920\times10^{-3}$) than it would along [100] under the same stress ($s_{11}T=7.68\times10^{-3}$).

### 4. The angle between [100] and [010]

With rotation removed, unit vectors along $x$ and $y$ become

$$\mathbf a=(1+\varepsilon_{xx},\ \varepsilon_{xy},\ 0),\qquad \mathbf b=(\varepsilon_{xy},\ 1+\varepsilon_{xx},\ 0),$$

where $\varepsilon_{yy}=\varepsilon_{xx}$ has been used. Let the angle between them be $\pi/2-\delta$. Its cosine is $\sin\delta$, so

$$\sin\delta=\frac{\mathbf a\cdot\mathbf b}{|\mathbf a||\mathbf b|}
=\frac{2\varepsilon_{xy}(1+\varepsilon_{xx})}{(1+\varepsilon_{xx})^2+\varepsilon_{xy}^2}\approx2\varepsilon_{xy}=\gamma_{xy}.$$

A positive $\varepsilon_{xy}$ closes the angle: both axes lean towards the direction of the pull. The first-order result is $6.300\times10^{-3}$ rad, or 0.361°. The full fraction with the linear strains gives 0.360°. This is not a better value, because the elastic correction of the same order, found in part 5(a), is larger and opposite in sign: with those strains the fraction gives 0.365°. Each axis turns by about $\varepsilon_{xy}$, half of the total, which is the geometric meaning of the tensor shear.

### 5. How far the ideal result can be trusted

**(a) Next order in the strain.** Let the deformation be $\mathbf F=\mathbf 1+\boldsymbol\varepsilon$ with $\boldsymbol\varepsilon$ symmetric. The finite strain, which is unaffected by rotation, is

$$\boldsymbol\eta=\tfrac12(\mathbf F^{\mathsf T}\mathbf F-\mathbf 1)=\boldsymbol\varepsilon+\tfrac12\boldsymbol\varepsilon^2 .$$

Write $\eta_1,\eta_2,\eta_3$ for its diagonal elements and $\eta_4=2\eta_{yz}$, $\eta_5=2\eta_{xz}$, $\eta_6=2\eta_{xy}$. To the usual quadratic energy per original volume, cubic symmetry allows the addition of

$$\begin{aligned}U_3={}&\tfrac16C_{111}(\eta_1^3+\eta_2^3+\eta_3^3)+C_{123}\eta_1\eta_2\eta_3+C_{456}\eta_4\eta_5\eta_6\\
&+\tfrac12C_{112}[\eta_1^2(\eta_2+\eta_3)+\eta_2^2(\eta_1+\eta_3)+\eta_3^2(\eta_1+\eta_2)]\\
&+\tfrac12C_{144}(\eta_1\eta_4^2+\eta_2\eta_5^2+\eta_3\eta_6^2)\\
&+\tfrac12C_{155}[\eta_4^2(\eta_2+\eta_3)+\eta_5^2(\eta_1+\eta_3)+\eta_6^2(\eta_1+\eta_2)].\end{aligned}$$

As inputs of roughly the right size for silicon, with digits beyond the first or second serving only to fix the arithmetic, take in GPa $C_{111}=-825$, $C_{112}=-451$, $C_{123}=-64$, $C_{144}=12$, $C_{155}=-310$ and $C_{456}=-64$.

Let $T$ now mean force per original area. A small change $\delta\mathbf F$ lets the load do work $T\,\mathbf n\cdot\delta\mathbf F\,\mathbf n$ per original volume. With $\mathbf S=\partial U/\partial\boldsymbol\eta$, the elastic energy changes by $\sum_{ij}S_{ij}\,\delta\eta_{ij}=\sum_{ij}(\mathbf F\mathbf S)_{ij}\,\delta F_{ij}$. Equating the two for every $\delta\mathbf F$ gives

$$\mathbf F\,\mathbf S=T\,\mathbf n\mathbf n^{\mathsf T}.$$

The numerical solution at 1 GPa is, in units of $10^{-3}$, $\varepsilon_{xx}=2.816$, $\varepsilon_{zz}=-2.183$ and $\varepsilon_{xy}=3.194$. The shear is 1.4% larger than in the linear law, and the extension along [110] rises from 5.920 to 6.009. The leading correction is proportional to $T^2$ and so keeps its sign when the load is reversed. At this order it increases the shear magnitude in tension and reduces it in compression.

**(b) Fixed width.** Suppose the surroundings prevent any strain along [1-10], while the top face stays free and $T$ is held at 1 GPa. A transverse stress $\sigma_m$ then builds up. By symmetry [1-10] has the same modulus as [110], so

$$0=\varepsilon_m=\frac{\sigma_m}{E_{110}}-\nu_m\frac{T}{E_{110}}\quad\Longrightarrow\quad\sigma_m=\nu_mT=0.0642\ \text{GPa}.$$

The added stress $\sigma_m\,m_im_j$ contributes $+\sigma_m/2$ to $\sigma_{xx}$ and $\sigma_{yy}$, but $-\sigma_m/2$ to $\sigma_{xy}$. Therefore, in units of $10^{-3}$,

$$\varepsilon_{xx}=\frac{(s_{11}+s_{12})(T+\sigma_m)}{2}=2.948,\qquad
\varepsilon_{zz}=s_{12}(T+\sigma_m)=-2.277,$$

$$\varepsilon_{xy}=\frac{s_{44}(T-\sigma_m)}{4}=2.948 .$$

The equality $\varepsilon_{xx}=\varepsilon_{xy}$ is the condition $\varepsilon_m=0$ itself. The shear has fallen by the fraction $\nu_m$, 6.4% for the given inputs, relative to the free bar. This figure inherits the sensitivity of $\nu_m$ noted in part 3: compliances rounded to 7.7, $-2.1$ and 13 TPa$^{-1}$ give 7.4%, so it should be read as roughly 6%.

**(c) Misaligned load.** If the pull makes an angle $\theta$ with $x$ in the (001) plane, then $\sigma_{xx}=T\cos^2\theta$, $\sigma_{yy}=T\sin^2\theta$ and $\sigma_{xy}=T\sin\theta\cos\theta$. Hence

$$\varepsilon_{xx}-\varepsilon_{yy}=(s_{11}-s_{12})T\cos2\theta,\qquad \varepsilon_{xy}=\frac{s_{44}T}{4}\sin2\theta,$$

while $\varepsilon_{xx}+\varepsilon_{yy}$ and $\varepsilon_{zz}$ do not depend on $\theta$. At $\theta=47°$, in units of $10^{-3}$, $\varepsilon_{xx}=2.427$, $\varepsilon_{yy}=3.113$ and $\varepsilon_{xy}=3.142$. The shear is at its maximum at 45° and barely moves. The equality of the two normal strains is lost at first order in the misalignment.

**(d) A warmer crystal.** Let every stiffness fall by a rough $70\times10^{-6}$ of its value per kelvin. After 100 K the stiffnesses are multiplied by 0.993 and the compliances divided by it, so $\varepsilon_{xy}=3.172\times10^{-3}$, an increase of 0.7%. Free thermal expansion, with a rough coefficient of $2.6\times10^{-6}$ per kelvin, adds $0.260\times10^{-3}$ to each normal strain if lengths are referred to the cold crystal. That coefficient is the room-temperature value; in silicon it rises to about $3.2\times10^{-6}$ per kelvin at 400 K, so the actual expansion over this interval is nearer $0.29\times10^{-3}$. It adds no shear, because a cubic crystal expands equally in all directions.

**Comparison with a transistor channel.** A stress of order 1 GPa along [110] is the scale met in strained silicon channels on (001) wafers. The assumption of free sides can fail in such a channel, because the material around it can resist a change of width. Of the four changes considered here, a completely fixed width moves the shear most, by roughly 6% at fixed $T$; partial resistance of this kind gives a smaller change. This is not an upper limit for a constrained channel. If strain along [001] is prevented as well, then $\sigma_m/T=(c_{11}+c_{12}-2c_{44})/(c_{11}+c_{12}+2c_{44})\approx0.18$ in terms of the stiffnesses $c_{ij}$, and the shear falls by about 18% at fixed $T$. Real channel stress also varies from place to place and may have other components. Where the stress varies slowly, the linear law can be applied locally with the full local stress tensor.

For a free, well-aligned bar near room temperature, two digits are a fair statement of the result, the second being uncertain by about one unit: $\varepsilon_{xx}=\varepsilon_{yy}\approx0.28\%$, $\varepsilon_{zz}\approx-0.21\%$ and $\varepsilon_{xy}\approx0.32\%$, with the other two shears zero. A misalignment of 2° shifts $\varepsilon_{xx}$ and $\varepsilon_{yy}$ by about 0.03% in opposite directions, and free thermal expansion over 100 K raises all three normal strains by about 0.03%. For a channel whose sides are held, the second digit already depends on how firmly they are held. The values used here are collected in the numerical output below.

## Calculated quantities

```
Stress T along [110]: 1.0 GPa
Input s11: 7.68 1/TPa
Input s12: -2.14 1/TPa
Input s44: 12.60 1/TPa
Stress sigma_xx = sigma_yy: 0.500 GPa
Stress sigma_xy: 0.500 GPa
Strain e_xx = e_yy: 2.770 x 1e-3
Strain e_zz: -2.140 x 1e-3
Tensor shear e_xy: 3.150 x 1e-3
Tensor shears e_yz = e_xz: 0.000 x 1e-3
Engineering shear gamma_xy: 6.300 x 1e-3
Strain along [110]: 5.920 x 1e-3
Strain along [1-10]: -0.380 x 1e-3
Volume change: 3.400 x 1e-3
Young modulus along [110]: 168.9 GPa
Poisson ratio toward [1-10]: 0.064 (no unit)
Poisson ratio toward [001]: 0.361 (no unit)
First-order closing of x-y angle: 0.361 degree
Closing from deformed axes: 0.360 degree
Wrong [110] strain if gamma used as e_xy: 9.070 x 1e-3
Anisotropy 2(s11-s12)/s44: 1.559 (no unit)
e_xy if s44 were isotropic: 4.910 x 1e-3
Rough third-order constants (GPa):
  C111=-825, C112=-451, C123=-64, C144=12, C155=-310, C456=-64
Nonlinear e_xx: 2.816 x 1e-3
Nonlinear e_zz: -2.183 x 1e-3
Nonlinear e_xy: 3.194 x 1e-3
Nonlinear change of e_xy: 1.39 %
Nonlinear strain along [110]: 6.009 x 1e-3
Fixed width: stress along [1-10]: 0.0642 GPa
Fixed width: e_xx: 2.948 x 1e-3
Fixed width: e_zz: -2.277 x 1e-3
Fixed width: e_xy: 2.948 x 1e-3
Fixed width: change of e_xy: -6.42 %
Misalignment angle: 2.0 degree
Misaligned: e_xx: 2.427 x 1e-3
Misaligned: e_yy: 3.113 x 1e-3
Misaligned: e_xy: 3.142 x 1e-3
Temperature rise: 100 K
Rough softening coefficient: 70 x 1e-6 per K
Rough expansion coefficient: 2.6 x 1e-6 per K
Warm crystal: e_xy: 3.172 x 1e-3
Warm crystal: change of e_xy: 0.70 %
Free thermal strain, each axis: 0.260 x 1e-3
```
